Vanderbilt's projectors: confinement to the sphere and biorthogonality

Q: I am told that projector functions can be made from pseudo partial waves by applying an operator and inverting a small matrix. Before I believe that, what is given and what is wanted?

A: Take one atom with a spherical potential v(r), in Hartree atomic units. At chosen energies e_i there are all-electron partial waves φ_i, regular at the nucleus, with

(T + v) φ_i = e_i φ_i,

where T is the kinetic energy operator. Choose a sphere of radius r_c. Inside it each φ_i is replaced by a smooth pseudo partial wave φ̃_i, and v by a finite local potential v_loc. Outside, nothing is changed:

φ̃_i = φ_i and v_loc = v for r ≥ r_c.

I also require φ̃_i to be regular at the origin and to have continuous value and slope at r_c.

Wanted are functions p_i that vanish outside the sphere and satisfy

⟨φ̃_k|p_i⟩ = δ_ki.

If a pseudo wave function is ψ̃ = Σ_k c_k φ̃_k inside the sphere, the overlap ⟨p_i|ψ̃⟩ then returns c_i. This is how PAW finds the amount of each partial wave.

Q: That is a three-dimensional problem with many angular momenta. Do they mix?

A: No. Write φ_i = u_i(r) Y_lm/r and φ̃_i = ũ_i(r) Y_lm/r. Different (l,m) are orthogonal by the angular integral, and T, v and v_loc preserve l and m. Each channel can be treated alone, with real radial functions and

⟨f|g⟩ = ∫ f g dr,
T = −½ d²/dr² + l(l+1)/(2r²).

The factor r² of the volume element has cancelled the two factors 1/r. Regularity at the origin means ũ_i ~ r^(l+1).

Q: Where do functions confined to the sphere come from?

A: From asking by how much φ̃_i fails to solve the Schrödinger equation with v_loc. Define

χ_i = (e_i − T − v_loc) φ̃_i.

At a point with r > r_c, v_loc equals v. T is a differential operator, so Tφ̃_i at that point depends only on φ̃_i in its immediate neighbourhood, where φ̃_i = φ_i. Therefore

χ_i = (e_i − T − v) φ_i = 0 for r > r_c.

The same e_i must appear in χ_i and in the equation for φ_i. With another energy e the result outside would be (e − e_i) φ_i, which is not zero.

Q: You skipped the surface itself. A second derivative can do something violent there.

A: It can, and this is why I required a continuous slope. Let ũ be continuous at r_c with a slope jump

J = ũ′(r_c+) − ũ′(r_c−).

Test −T against a smooth function g that vanishes at the origin and far away. Its derivative part is defined by −½∫g′ũ′dr. Integrate by parts separately on the two sides of r_c:

−½∫g′ũ′dr = −½ g(r_c) ũ′(r_c−) + ½ g(r_c) ũ′(r_c+) + ½∫g ũ″dr
= ½ J g(r_c) + ½∫g ũ″dr,

where the last integral omits the point r_c. So χ contains ½ J δ(r − r_c). It sits on the surface, not outside, but χ is no longer an ordinary function. If the term is dropped, χ no longer equals (e − T − v_loc)φ̃.

For a number, take hydrogen with r_c = 1.5 bohr, treated fully below, and replace the 1s wave inside by the straight line through the origin with the right value at r_c. The surface weight ½J is −0.3347. With g = r exp(−r), the regular part of ⟨g|χ⟩ is 0.06896 and the surface part is −0.11202, in atomic units. Their sum, −0.04306, agrees with the integral that uses first derivatives only.

With a continuous slope, J = 0. At worst χ_i then has a finite step at r_c. If ũ_i is matched through its third derivative and v_loc through its first, χ_i and χ_i′ both go to zero at r_c, and χ_i vanishes at least as fast as (r_c − r)².

Q: Fine, the χ_i are confined. Why not use them as projectors directly?

A: Because their overlaps with the pseudo waves are not a unit matrix. They form

B_ij = ⟨φ̃_i|χ_j⟩.

Q: I object to that bracket. Unless e_i is a bound-state energy, φ_i is not normalizable, and neither is φ̃_i.

A: The integrand contains χ_j, so the integral stops at r_c. B_ij is finite even where ⟨φ̃_i|φ̃_j⟩ diverges.

Now look for projectors among the combinations of the χ_j, with unknown coefficients C_ji:

p_i = Σ_j C_ji χ_j.

Each p_i is confined because each χ_j is. The required overlaps become

δ_ki = ⟨φ̃_k|p_i⟩ = Σ_j ⟨φ̃_k|χ_j⟩ C_ji = Σ_j B_kj C_ji = (BC)_ki.

So BC = 1. If B is invertible, there is one solution, C = B⁻¹, and

p_i = Σ_j (B⁻¹)_ji χ_j.

This proves existence, confinement and biorthogonality, and also uniqueness within the span of the χ_j. Outside that span there are other choices: any confined function orthogonal to all φ̃_k can be added to p_i without changing the overlaps.

Q: The index order (B⁻¹)_ji looks pedantic. Surely B is symmetric, since T and v_loc are Hermitian?

A: The integral stops at r_c, where the waves do not vanish, and the energy in χ_j belongs to the second index. Let w = l(l+1)/(2r²) + v_loc. Then

B_ij = ∫₀^{r_c} ũ_i (e_j + ½ d²/dr² − w) ũ_j dr.

Subtract the same expression with i and j exchanged. The w terms cancel:

B_ij − B_ji = (e_j − e_i) ∫₀^{r_c} ũ_i ũ_j dr + ½ ∫₀^{r_c} (ũ_i ũ_j″ − ũ_j ũ_i″) dr.

The last integrand is the derivative of ũ_i ũ_j′ − ũ_j ũ_i′, which vanishes at the origin. Call its value at the surface W:

B_ij − B_ji = (e_j − e_i) ∫₀^{r_c} ũ_i ũ_j dr + ½ W.

The same steps for the all-electron waves, with v in place of v_loc, have zero on the left, because (e_j − T − v)φ_j = 0:

0 = (e_j − e_i) ∫₀^{r_c} u_i u_j dr + ½ W.

W is the same, since values and slopes agree at r_c. Subtract the second line from the first, and define

Q_ij = ∫₀^{r_c} (u_i u_j − ũ_i ũ_j) dr.

The result is

B_ij − B_ji = (e_i − e_j) Q_ij.

Q_ij is the overlap lost inside the sphere by smoothing. B is symmetric if this loss vanishes for every pair with different energies. Otherwise the transposed inverse gives wrong projectors.

Q: You assumed that B can be inverted. Does that follow from the construction?

A: No, it is a separate condition. B is singular when some nonzero set of coefficients c_j gives Σ_j B_ij c_j = 0 for all i, that is

⟨φ̃_i| Σ_j c_j χ_j⟩ = 0 for all i.

One way is linear dependence of the χ_j. This happens in the limit e_2 → e_1 with one smoothing recipe: the regular solution at given l and energy is unique up to a factor, so the two waves become proportional, and so do χ_1 and χ_2. Another case is φ̃_i = φ_i with v_loc = v, where χ_i = 0 and there is nothing to build from.

Q: Then independent χ_j are enough?

A: They are not. Take a single wave and add λb(r) to v_loc, with b confined to the sphere. Then χ becomes χ − λbφ̃, and

⟨φ̃|χ − λbφ̃⟩ = B_11 − λ⟨φ̃|b|φ̃⟩.

This vanishes at λ = B_11/⟨φ̃|b|φ̃⟩, although the new χ need not vanish. For the hydrogen 1s wave below and b = (1 − r²/r_c²)³, this occurs at λ = −1.309 hartree, where χ still has norm 0.134 hartree. No multiple of that χ has unit overlap with φ̃. The cure is a different v_loc or a different pseudo wave.

Q: Show me numbers. Which atom?

A: Hydrogen, nonrelativistic, with a fixed point nucleus: v = −1/r and r_c = 1.5 bohr. In the s channel I take two waves. The first is the 1s function,

u_1 = 2r exp(−r), e_1 = −0.5 hartree.

Check: u_1″ = 2(r − 2) exp(−r), so −½u_1″ − u_1/r = (2 − r − 2) exp(−r) = −r exp(−r) = −½u_1.

The second has zero energy:

u_2 = √(2r) J₁(√(8r)), e_2 = 0.

To check it, put s = √(8r). Then u_2 = ½ s J₁(s) and d/dr = (4/s) d/ds. Since (sJ₁)′ = sJ₀ and J₀′ = −J₁,

u_2′ = 2J₀(s), u_2″ = −8J₁(s)/s.

Also u_2/r = 8u_2/s² = 4J₁(s)/s. Hence −½u_2″ − u_2/r = 0. At large r the Bessel function falls off as r^(−1/4), so u_2 oscillates with an amplitude growing as r^(1/4). It is not normalizable, which puts your earlier objection to the test.

Inside the sphere, with x = r/r_c, the pseudo waves are odd polynomials matched through the third derivative, and v_loc is matched through the second:

ũ_1 = 1.689165x − 1.741461x³ + 0.925642x⁵ − 0.203955x⁷,
ũ_2 = 1.628388x − 2.282557x³ + 1.166372x⁵ − 0.248193x⁷,
v_loc = −1.250000 + 0.833333x² − 0.250000x⁴.

The waves are in bohr^(−1/2), the potential in hartree.

Q: Compute one value of χ_1 in front of me.

A: At r = 0.6 bohr, x = 0.4. The polynomials give ũ_1 = 0.57336 and v_loc = −1.12307. For the second derivative,

ũ_1″ = (−6·1.741461x + 20·0.925642x³ − 42·0.203955x⁵)/r_c² = −3.08240/2.25 = −1.36996.

For l = 0, −T is ½ d²/dr², so

χ_1 = (e_1 − v_loc) ũ_1 + ½ ũ_1″
= (−0.5 + 1.12307)·0.57336 − 0.68498
= 0.35724 − 0.68498 = −0.3277 hartree bohr^(−1/2).

Between r_c and 6 bohr, the residual computed from derivatives of the all-electron waves is at most 1.1·10⁻¹⁶ in the same unit, which is rounding error. Just inside the surface, doubling the distance from 0.001 to 0.002 bohr multiplies χ_1 by 3.994 and χ_2 by 3.993, close to the factor 4 of a quadratic zero.

Q: And the matrix?

A: In hartree,

B_11 = −0.17340741, B_12 = −0.17940639,
B_21 = −0.14274165, B_22 = −0.14698090.

The asymmetry is B_12 − B_21 = −0.036665. The law demands (e_1 − e_2)Q_12 = −0.5·0.073329 = −0.036665, with Q_12 from separate overlap integrals.

The determinant is B_11B_22 − B_12B_21 = −1.211874·10⁻⁴ hartree². The first column of the inverse follows:

(B⁻¹)_11 = B_22/det B = 1212.84 hartree⁻¹,
(B⁻¹)_21 = −B_21/det B = −1177.86 hartree⁻¹.

So p_1 = 1212.84 χ_1 − 1177.86 χ_2. At r = 0.6 bohr, where χ_2 = −0.328906,

p_1 = −397.49 + 387.40 = −10.09 bohr^(−1/2).

Q: Two numbers near 400 cancel to leave 10. That worries me.

A: It should be watched. The second column of B is 1.035 times the first in the upper row and 1.030 times in the lower row. Each such ratio, B_i2/B_i1 = ∫ũ_iχ_1(χ_2/χ_1)dr / ∫ũ_iχ_1 dr, is an average of χ_2/χ_1 with weight ũ_iχ_1, which has one sign, since χ_1 is negative and ũ_1, ũ_2 are positive inside the sphere. The function χ_2/χ_1 varies only moderately, from 0.955 near the origin to about 1.15 near r_c: at 0.6 bohr χ_1 and χ_2 are −0.3277 and −0.3289 (ratio 1.004), at 1.2 bohr −0.1452 and −0.1594 (ratio 1.098). The weights of the two rows differ by the factor ũ_2/ũ_1, which falls from 0.96 at the origin to 0.39 at r_c but varies much less where the weight is large. The second average minus the first equals the covariance of χ_2/χ_1 and ũ_2/ũ_1 under the weight ũ_1χ_1, divided by the mean of ũ_2/ũ_1. Under that weight χ_2/χ_1 has a standard deviation of 0.041 and ũ_2/ũ_1 a relative standard deviation of 0.123, so the averages can differ by at most their product, about 0.005, far less than the spread of χ_2/χ_1 alone. The condition number of B is 860, so relative errors in B can be magnified by up to about that factor in B⁻¹. The construction is still sound here, but B must be computed accurately. I therefore keep more digits in B than the final projectors need.

Q: Does biorthogonality survive the cancellation?

A: For p_1,

⟨φ̃_1|p_1⟩ = B_11(B⁻¹)_11 + B_12(B⁻¹)_21 = −210.315 + 211.315 = 1.000,
⟨φ̃_2|p_1⟩ = B_21(B⁻¹)_11 + B_22(B⁻¹)_21 = −173.123 + 173.123 = 0.000.

Q: That only shows that you can invert a matrix.

A: As arithmetic, yes. The numerical check therefore computes the overlaps ⟨φ̃_k|χ_j⟩ a second time, over a ball of radius 6 bohr, with first derivatives only and the boundary term at 6 bohr. That integral includes the region where the waves are the all-electron ones, and it would in general differ from B if χ_j were not confined. It agrees with B, and the projector overlaps formed from it deviate from the unit matrix by at most 5.4·10⁻¹². With the transposed inverse, the first overlap is 55.3 instead of 1. The same check in the p channel, where the centrifugal term is present, gives a largest deviation of 6.6·10⁻¹⁰.

Q: What do these projectors do for the Hamiltonian?

A: They supply what v_loc lacks. Define

V_NL = Σ_ij |p_i⟩ B_ij ⟨p_j|.

Apply it to φ̃_k and use ⟨p_j|φ̃_k⟩ = δ_jk:

V_NL φ̃_k = Σ_i p_i B_ik = Σ_j χ_j Σ_i (B⁻¹)_ji B_ik = Σ_j χ_j δ_jk = χ_k.

By the definition of χ_k, this means

(T + v_loc + V_NL) φ̃_k = e_k φ̃_k.

The pseudo wave is now a solution at the all-electron energy, and it has the all-electron slope at r_c. Solving this radial equation afresh inside the sphere, with the value at r_c prescribed, gives ũ′/ũ = −0.3333 bohr⁻¹ at e_1 and −2.8402 bohr⁻¹ at e_2, in agreement with the all-electron waves. With v_loc alone the slopes would be 0.2261 and −0.6993 bohr⁻¹.

Q: But your B is not symmetric, so V_NL is not Hermitian.

A: Correct. The asymmetry law also shows the repair. Let D_ij = B_ij + e_j Q_ij. Then

D_ij − D_ji = (e_i − e_j)Q_ij + (e_j − e_i)Q_ij = 0,

because Q_ij is symmetric. Replacing B by D adds Σ_i p_i e_k Q_ik to the left side of the equation for φ̃_k. Adding the same term on the right gives

(T + v_loc + Σ_ij |p_i⟩D_ij⟨p_j|) φ̃_k = e_k (1 + Σ_ij |p_i⟩Q_ij⟨p_j|) φ̃_k.

The operators on both sides are now Hermitian, and the price is an overlap operator that restores the norm lost by smoothing. This equation holds at the reference energies e_k. At other energies the pseudo atom approximates the all-electron one, and how well it does so depends on the waves chosen.

Values computed for the example and the checks

```
Hydrogen, s channel; x = r/r_c; waves start as 2r at the origin
sphere radius r_c = 1.5 bohr; large ball radius = 6.0 bohr
energies e_1, e_2 (hartree): -0.5000  0.0000
v_loc coefficients of x^0, x^2, x^4 (hartree): -1.250000  0.833333  -0.250000
pseudo wave 1, coefficients of x, x^3, x^5, x^7 (bohr^-1/2): 1.689165  -1.741461  0.925642  -0.203955
pseudo wave 2, coefficients of x, x^3, x^5, x^7 (bohr^-1/2): 1.628388  -2.282557  1.166372  -0.248193
u_1, u_2 at r_c (bohr^-1/2): 0.669390  0.264009
r (bohr) | chi_1 chi_2 (hartree bohr^-1/2) | p_1 p_2 (bohr^-1/2)
0.3 | -0.199618  -0.193355 | -14.3599  18.8433
0.6 | -0.327739  -0.328906 | -10.0897  14.5534
0.9 | -0.313153  -0.328700 | 7.3581  -6.7450
1.2 | -0.145168  -0.159444 | 11.7370  -13.2414
1.4 | -0.022947  -0.025935 | 2.7169  -3.1398
largest |chi| from r_c to large ball (hartree bohr^-1/2): 1.1e-16
chi(r_c-0.002)/chi(r_c-0.001), i = 1, 2: 3.994  3.993
B_11 B_12 B_21 B_22 (hartree): -0.17340741  -0.17940639  -0.14274165  -0.14698090
det B (hartree^2): -1.211874e-04
condition number of B: 860.1
B^-1: 11 12 21 22 (1/hartree): 1212.8394  -1480.4042  -1177.8584  1430.9025
overlaps <ps_k|p_i>: 11 12 21 22: 1.00000000  -0.00000000  0.00000000  1.00000000
largest deviation from unit matrix: 5.4e-12
overlaps with transposed inverse: 11 12 21 22: 55.2786  -52.4637  44.4684  -42.1859
Q_11 Q_12 Q_22 (dimensionless): 0.07304319  0.07332949  0.07296679
B_12 - B_21 (hartree): -0.03666475
(e_1 - e_2) Q_12 (hartree): -0.03666475
u'/u at r_c (1/bohr): all-electron, with V_NL, v_loc only
  wave 1: -0.333333  -0.333333  0.226145
  wave 2: -2.840249  -2.840249  -0.699332
kinked wave: surface weight (hartree bohr^1/2) = -0.334695
kinked wave: weak form -0.043058, regular part 0.068963, surface part -0.112021 (probe r exp(-r), a.u.)
singular one-channel case: added potential at r=0 (hartree) = -1.309018
  <ps|chi> (hartree) = -1.1e-15, norm of chi (hartree) = 0.133857
p channel, energies (hartree): -0.1250  0.0000
p channel, B_11 B_12 B_21 B_22 (hartree): -0.10652892  -0.10603035  -0.10338431  -0.10288143
p channel, largest deviation of overlaps from unit matrix: 6.6e-10
```
